# Inferring a quantum-dot carrier radius from the exciton diamagnetic shift: verification in Python

```python
"""
Result under test: the diamagnetic coefficient of a strongly confined exciton,
    gamma = e^2 <rho^2> / (8 mu),   hence   rho_rms = sqrt(8 mu gamma) / e,
for a circular dot with equal electron and hole extents, field along the axis.
gamma: coefficient of B^2 in the energy; mu: reduced mass; rho: distance of one
carrier from the dot axis.  J = hbar^2/(m l^2) is the level spacing of a
parabolic dot with <rho^2> = l^2.  Tests use finite-field diagonalization of
one-carrier dots and of an interacting electron-hole pair.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as const, sparse
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import (roots_genlaguerre, eval_genlaguerre, gammaln,
                           j0, jn_zeros)

e, hbar, m0, kB = const.e, const.hbar, const.m_e, const.k
nm = 1e-9

# ---------- inputs and direct inference ----------
gamma_in = 10e-6                      # eV/T^2
me, mh, eps_r = 0.07, 0.175, 13.0     # masses in m0, relative permittivity
mu = 0.05
assert abs(1 / (1 / me + 1 / mh) - mu) < 1e-12
rho = np.sqrt(8 * mu * m0 * gamma_in * e) / e
assert abs(rho / nm - 4.8) < 0.05

# ---------- one carrier in a dot: units hbar = m = length = 1 ----------
nb = 20
low = np.diag(np.sqrt(np.arange(1, nb)), 1)
x1 = (low + low.T) / np.sqrt(2)
p1 = (low - low.T) / (1j * np.sqrt(2))
one = np.eye(nb)
X, Y = np.kron(x1, one), np.kron(one, x1)
PX, PY = np.kron(p1, one), np.kron(one, p1)
R2 = X @ X + Y @ Y


def one_carrier(potential, landau=False):
    """Return B^2 coefficient (b = e B length^2/hbar), var x, var y."""
    def ground(b):
        if landau:
            kx, ky = PX - b * Y, PY
        else:
            kx, ky = PX - b * Y / 2, PY + b * X / 2
        ham = (kx @ kx + ky @ ky) / 2 + potential
        val, vec = eigh(ham, subset_by_index=[0, 0])
        return val[0], vec[:, 0]
    e0, state = ground(0.0)
    g1 = (ground(0.05)[0] - e0) / 0.05**2
    g2 = (ground(0.10)[0] - e0) / 0.10**2

    def mean(op):
        return np.vdot(state, op @ state).real
    return ((4 * g1 - g2) / 3, mean(X @ X) - mean(X)**2,
            mean(Y @ Y) - mean(Y)**2)


quartic = R2 @ R2 / 4
g_sym, a, b = one_carrier(quartic)
ratio_circular = g_sym / ((a + b) / 8)
assert abs(ratio_circular - 1) < 1e-4
g_landau = one_carrier(quartic, landau=True)[0]
assert abs(g_landau / g_sym - 1) < 1e-4

g_ell, a, b = one_carrier((0.7**2 * X @ X + 1.4**2 * Y @ Y) / 2)
ratio_elliptic = g_ell / ((a + b) / 8)
assert abs(ratio_elliptic - 4 * a * b / (a + b)**2) < 1e-4

g_lop, a, b = one_carrier(R2 / 2 + 0.3 * X @ X @ X @ X + 0.4 * X)
ratio_lopsided = g_lop / ((a + b) / 8)
assert ratio_lopsided < 1 - 1e-4


# ---------- interacting pair in a parabolic dot ----------
@lru_cache(maxsize=None)
def inverse_distance(m, n, k):
    """Matrix element of 1/u between radial states n, k of a 2D oscillator."""
    t, w = roots_genlaguerre(n + k + 2, m - 0.5)
    lognorm = (gammaln(n + 1) + gammaln(k + 1)
               - gammaln(n + m + 1) - gammaln(k + m + 1)) / 2
    total = np.sum(w * eval_genlaguerre(n, m, t) * eval_genlaguerre(k, m, t))
    return (-1)**(n + k) * np.exp(lognorm) * total


class Pair:
    """Electron and hole with equal oscillator length, total L_z = 0."""

    def __init__(self, kmax):
        d = kmax + 1
        lower = sparse.diags([np.sqrt(np.arange(1, d))], [1], format="csr")
        eye = sparse.identity(d, format="csr")

        def mode(position):
            out = sparse.identity(1, format="csr")
            for i in range(4):
                factor = lower if i == position else eye
                out = sparse.kron(out, factor, format="csr")
            return out
        # relative (u) and centre (c) modes, each with two circulations
        u_p, u_m, c_p, c_m = [mode(i) for i in range(4)]
        states = [(k - r, k - s, r, s) for k in range(d)
                  for r in range(k + 1) for s in range(k + 1)]
        index = np.array([((p * d + q) * d + r) * d + s
                          for p, q, r, s in states])

        def cut(op):
            return op.tocsr()[index][:, index].toarray()

        def carrier(sign):
            plus = (c_p + sign * u_p) / np.sqrt(2)
            minus = (c_m + sign * u_m) / np.sqrt(2)
            n_plus, n_minus = cut(plus.T @ plus), cut(minus.T @ minus)
            both = cut(plus @ minus)
            h0 = n_plus + n_minus + np.eye(len(states))
            return h0, h0 + both + both.T, n_plus - n_minus
        self.he, self.re2, self.le = carrier(+1)
        self.hh, self.rh2, self.lh = carrier(-1)
        place = {st: i for i, st in enumerate(states)}
        self.inv = np.zeros((len(states), len(states)))
        for (p, q, r, s), i in place.items():
            for k in range(max(r, s), d):
                j = place[(k - r, k - s, r, s)]
                self.inv[i, j] = inverse_distance(
                    abs(p - q), min(p, q), min(k - r, k - s)) / np.sqrt(2)

    def ground(self, length, field, strength=1.0):
        """Ground energy in eV and state; length in m, field in T."""
        je, jh = spacing(me, length), spacing(mh, length)
        beta = e * field * length**2 / (2 * hbar)
        ham = (je * (self.he + beta**2 * self.re2 / 2 + beta * self.le)
               + jh * (self.hh + beta**2 * self.rh2 / 2 - beta * self.lh)
               - strength * coulomb / length * self.inv)
        val, vec = eigh(ham, subset_by_index=[0, 0])
        return val[0], vec[:, 0]

    def coefficient(self, length, strength=1.0):
        """B^2 coefficient in eV/T^2 and mean square radii in m^2."""
        e0, v = self.ground(length, 0.0, strength)
        g1 = self.ground(length, 1.0, strength)[0] - e0
        g2 = (self.ground(length, 2.0, strength)[0] - e0) / 4
        return ((4 * g1 - g2) / 3, length**2 * (v @ self.re2 @ v),
                length**2 * (v @ self.rh2 @ v))


def spacing(mass, length):
    return hbar**2 / (mass * m0 * length**2) / e


def from_radii(re2, rh2):
    """Coefficient in eV/T^2 predicted from mean square radii."""
    return e * (re2 / me + rh2 / mh) / (8 * m0)


coulomb = e / (4 * np.pi * const.epsilon_0 * eps_r)     # eV m
je, jh = spacing(me, rho), spacing(mh, rho)
attraction = coulomb / rho * quad(lambda r: np.exp(-r * r / 2), 0, np.inf)[0]

small, large = Pair(8), Pair(11)
beta10 = e * 10 * rho**2 / (2 * hbar)
field_law = (je + jh) * np.sqrt(1 + beta10**2)
assert abs(large.ground(rho, 10.0, 0.0)[0] / field_law - 1) < 1e-8

# weak attraction: linear loss of gamma, quadratic failure of the formula
first_order = attraction / (2 * (je + jh))
weak = 0.02
loss = 1 - large.coefficient(rho, weak)[0] / gamma_in
slope_ratio = loss / (weak * first_order)
assert abs(slope_ratio - 1) < 0.05


def deficit(strength):
    g, re2, rh2 = large.coefficient(rho, strength)
    return 1 - g / from_radii(re2, rh2)


onset_ratio = deficit(0.10) / deficit(0.05)
assert abs(onset_ratio - 4) < 0.5


def matched_length(pair):
    return brentq(lambda s: pair.coefficient(s * nm)[0] / gamma_in - 1,
                  4.0, 9.0, xtol=1e-6) * nm


l_small, l_large = matched_length(small), matched_length(large)
assert abs(l_small / l_large - 1) < 0.01
g_full, re2, rh2 = large.coefficient(l_large)
rho_weighted = np.sqrt(mu * (re2 / me + rh2 / mh))
assert abs(g_full / gamma_in - 1) < 1e-5
assert 0 < rho_weighted / rho - 1 < 0.15

# ---------- other sizes ----------
shift10 = gamma_in * 100
shift10_full = field_law - (je + jh)
j01 = jn_zeros(0, 1)[0]
disc_mean = (quad(lambda s: s**3 * j0(j01 * s)**2, 0, 1)[0]
             / quad(lambda s: s * j0(j01 * s)**2, 0, 1)[0])
hole_fraction = 0.7
rho_e_unequal = rho / np.sqrt(mu / me + mu / mh * hole_fraction**2)
aspect = 1.5
shape = 4 * aspect**2 / (1 + aspect**2)**2
bohr = (4 * np.pi * const.epsilon_0 * eps_r * hbar**2 / (mu * m0 * e**2))


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Diamagnetic coefficient (input)", gamma_in * 1e6, "ueV/T^2", 1)
show("Reduced mass (input)", mu, "m0")
show("Electron mass (input)", me, "m0")
show("Hole mass (input)", mh, "m0")
show("Relative permittivity (input)", eps_r, "", 1)
print(f"Coefficient in SI: {gamma_in * e:.4e} J/T^2")
print(f"Reduced mass in SI: {mu * m0:.4e} kg")
print(f"Elementary charge: {e:.4e} C")
print(f"Mean square radius: {rho**2:.4e} m^2")
show("Inferred rms lateral radius", rho / nm, "nm")
show("Rms extent along one axis", rho / nm / np.sqrt(2), "nm")
show("Rms separation, independent carriers", rho / nm * np.sqrt(2), "nm")
show("Gaussian density full width at half maximum",
     2 * np.sqrt(np.log(2)) * rho / nm, "nm")
show("Hard-wall disc: mean square radius / R^2", disc_mean, "", 4)
show("Hard-wall disc radius R", rho / nm / np.sqrt(disc_mean), "nm", 2)
show("Circular quartic dot: gamma / formula", ratio_circular, "", 6)
show("Same dot: Landau / symmetric gauge", g_landau / g_sym, "", 6)
show("Elliptic test dot: gamma / circular formula", ratio_elliptic, "", 4)
show("Lopsided test dot: gamma / circular formula", ratio_lopsided, "", 4)
show("Quadratic shift at 10 T", shift10 * 1e3, "meV")
show("Full parabolic-dot shift at 10 T", shift10_full * 1e3, "meV", 4)
show("Quadratic law overestimate at 10 T",
     100 * (shift10 / shift10_full - 1), "%", 2)
show("Electron level spacing J_e", je * 1e3, "meV", 1)
show("Hole level spacing J_h", jh * 1e3, "meV", 1)
show("First-order attraction E_C", attraction * 1e3, "meV", 1)
show("Free-exciton Bohr radius", bohr / nm, "nm", 1)
show("First-order Coulomb loss of gamma", 100 * first_order, "%", 1)
show("Weak-coupling loss / first-order formula", slope_ratio, "", 4)
show("Formula failure on doubling weak coupling, ratio", onset_ratio, "", 3)
show("Interacting dot with input gamma: bare length", l_large / nm, "nm")
show("Interacting dot: electron rms radius", np.sqrt(re2) / nm, "nm")
show("Interacting dot: hole rms radius", np.sqrt(rh2) / nm, "nm")
show("Interacting dot: mass-weighted rms radius", rho_weighted / nm, "nm")
show("Weighted radius above simple inference",
     100 * (rho_weighted / rho - 1), "%", 2)
show("Bare length change, smaller to larger basis",
     100 * (l_large / l_small - 1), "%", 3)
show("Unequal extents: assumed hole/electron ratio", hole_fraction, "", 2)
show("Unequal extents: electron rms radius", rho_e_unequal / nm, "nm")
show("Unequal extents: hole rms radius",
     hole_fraction * rho_e_unequal / nm, "nm")
show("Elongated dot: assumed axis ratio", aspect, "", 2)
show("Elongated dot: gamma reduction factor", shape, "", 4)
show("Elongated dot: true rms radius", rho / nm / np.sqrt(shape), "nm")
for trial in (0.04, 0.06):
    show(f"Radius if reduced mass is {trial:.2f} m0",
         rho / nm * np.sqrt(trial / mu), "nm")
for temp in (4, 300):
    occupation = 2 * np.exp(-jh * e / (kB * temp))
    print(f"Hole first-shell/ground population at {temp} K: {occupation:.2e}")
print("OK")
```

Running it gives:

```
Diamagnetic coefficient (input): 10.0 ueV/T^2
Reduced mass (input): 0.050 m0
Electron mass (input): 0.070 m0
Hole mass (input): 0.175 m0
Relative permittivity (input): 13.0
Coefficient in SI: 1.6022e-24 J/T^2
Reduced mass in SI: 4.5547e-32 kg
Elementary charge: 1.6022e-19 C
Mean square radius: 2.2743e-17 m^2
Inferred rms lateral radius: 4.769 nm
Rms extent along one axis: 3.372 nm
Rms separation, independent carriers: 6.744 nm
Gaussian density full width at half maximum: 7.941 nm
Hard-wall disc: mean square radius / R^2: 0.2181
Hard-wall disc radius R: 10.21 nm
Circular quartic dot: gamma / formula: 1.000000
Same dot: Landau / symmetric gauge: 0.999999
Elliptic test dot: gamma / circular formula: 0.8889
Lopsided test dot: gamma / circular formula: 0.9605
Quadratic shift at 10 T: 1.000 meV
Full parabolic-dot shift at 10 T: 0.9926 meV
Quadratic law overestimate at 10 T: 0.74 %
Electron level spacing J_e: 47.9 meV
Hole level spacing J_h: 19.1 meV
First-order attraction E_C: 29.1 meV
Free-exciton Bohr radius: 13.8 nm
First-order Coulomb loss of gamma: 21.7 %
Weak-coupling loss / first-order formula: 1.0049
Formula failure on doubling weak coupling, ratio: 4.053
Interacting dot with input gamma: bare length: 5.725 nm
Interacting dot: electron rms radius: 5.154 nm
Interacting dot: hole rms radius: 4.669 nm
Interacting dot: mass-weighted rms radius: 5.020 nm
Weighted radius above simple inference: 5.27 %
Bare length change, smaller to larger basis: 0.607 %
Unequal extents: assumed hole/electron ratio: 0.70
Unequal extents: electron rms radius: 5.160 nm
Unequal extents: hole rms radius: 3.612 nm
Elongated dot: assumed axis ratio: 1.50
Elongated dot: gamma reduction factor: 0.8521
Elongated dot: true rms radius: 5.166 nm
Radius if reduced mass is 0.04 m0: 4.265 nm
Radius if reduced mass is 0.06 m0: 5.224 nm
Hole first-shell/ground population at 4 K: 1.51e-24
Hole first-shell/ground population at 300 K: 9.54e-01
OK
```
